# Spin separation of σ·p V σ·p and the symmetry of its matrices: a program that tests the result

```python
"""
Result under test, for a real local potential V and p = -i grad (atomic units):
    sigma.p V sigma.p = p.Vp + i sigma.(pV x p)
Over real functions chi_m the spatial matrices are
    W0[m,n]    = integral V grad(chi_m).grad(chi_n)         (real symmetric)
    Wk[k][m,n] = integral V (grad(chi_m) x grad(chi_n))_k   (real antisymmetric)
and the spinor matrix is K = W0 (x) 1 + i sum_k Wk[k] (x) sigma_k.
sigma: Pauli matrices; c: speed of light; zeta: <r^-3> of hydrogen 2p.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants

coords = sp.symbols("x y z", real=True)
sigma_sym = [sp.Matrix([[0, 1], [1, 0]]),
             sp.Matrix([[0, -sp.I], [sp.I, 0]]),
             sp.Matrix([[1, 0], [0, -1]])]
sigma = [np.array(s.tolist(), dtype=complex) for s in sigma_sym]


def p_op(k, spinor):
    return spinor.applyfunc(lambda f: -sp.I * sp.diff(f, coords[k]))


def sigma_p(spinor):
    total = sp.zeros(2, 1)
    for k in range(3):
        total += sigma_sym[k] * p_op(k, spinor)
    return total


# --- Operator identity for arbitrary V and an arbitrary two-component function
V_any = sp.Function("V")(*coords)
psi = sp.Matrix([sp.Function("a")(*coords), sp.Function("b")(*coords)])
left = sigma_p(V_any * sigma_p(psi))
scalar_part = sp.zeros(2, 1)
cross_ordered = sp.zeros(2, 1)   # first p acts on everything to its right
cross_on_V = sp.zeros(2, 1)      # first p acts on V only
for i in range(3):
    scalar_part += p_op(i, V_any * p_op(i, psi))
    for j in range(3):
        for k in range(3):
            eps = sp.LeviCivita(k, i, j)
            if eps != 0:
                pref = sp.I * eps * sigma_sym[k]
                cross_ordered += pref * p_op(i, V_any * p_op(j, psi))
                pV = -sp.I * sp.diff(V_any, coords[i])
                cross_on_V += pref * (pV * p_op(j, psi))
for cross in (cross_ordered, cross_on_V):
    rest = (left - scalar_part - cross).applyfunc(lambda f: sp.expand(f.doit()))
    assert rest == sp.zeros(2, 1)
print("Operator identity: symbolic difference = 0 for both readings of pV x p")

# --- Example (a): three real Gaussians, two Gaussian wells, no symmetry
wells = [(1.0, 0.5, (0.0, 0.0, 0.0)), (2.0, 1.0, (1.0, 0.5, -0.5))]
basis_data = [("1", 0.5, (0.0, 0.0, 1.0)),
              ("x", 0.6, (0.0, 0.0, 0.0)),
              ("y", 0.7, (0.5, 0.0, -0.5))]


def gaussian(exponent, centre):
    r2 = sum((q - sp.Float(a))**2 for q, a in zip(coords, centre))
    return sp.exp(-sp.Float(exponent) * r2)


V_model = sum(-sp.Float(d) * gaussian(a, R) for d, a, R in wells)
chi_sym = []
for kind, a, R in basis_data:
    factor = {"1": sp.Integer(1), "x": coords[0] - sp.Float(R[0]),
              "y": coords[1] - sp.Float(R[1])}[kind]
    chi_sym.append(factor * gaussian(a, R))

step = 0.25
axis = np.arange(-6.0, 6.0 + step / 2, step)
grid = [g.ravel() for g in np.meshgrid(axis, axis, axis, indexing="ij")]
volume = step**3


def on_grid(expr):
    return sp.lambdify(coords, expr, "numpy", cse=True)(*grid)


n = len(chi_sym)
chi = [on_grid(f) for f in chi_sym]
K_direct = np.zeros((n, 2, n, 2), dtype=complex)
for nu in range(n):
    for t in range(2):
        ket = sp.zeros(2, 1)
        ket[t] = chi_sym[nu]
        image = sigma_p(V_model * sigma_p(ket))
        for s in range(2):
            values = on_grid(image[s])
            for mu in range(n):
                K_direct[mu, s, nu, t] = volume * np.sum(chi[mu] * values)

# spin traces isolate the scalar and the three vector components
W0_trace = 0.5 * np.einsum("msns->mn", K_direct)
Wk_trace = [np.einsum("msnt,ts->mn", K_direct, sg) / 2j for sg in sigma]

V_grid = on_grid(V_model)
grad = np.array([[on_grid(sp.diff(f, q)) for q in coords] for f in chi_sym])
W0_grad = volume * np.einsum("mkg,nkg,g->mn", grad, grad, V_grid)
Wk_grad = []
for k in range(3):
    i, j = (k + 1) % 3, (k + 2) % 3
    half = volume * np.einsum("mg,ng,g->mn", grad[:, i], grad[:, j], V_grid)
    other = volume * np.einsum("mg,ng,g->mn", grad[:, j], grad[:, i], V_grid)
    Wk_grad.append(half - other)

tol = 1e-10
assert np.max(np.abs(W0_trace - W0_grad)) < tol
assert np.max(np.abs(W0_trace.imag)) < tol
sym_error = np.max(np.abs(W0_trace - W0_trace.T))
assert sym_error < tol
anti_error = 0.0
for k in range(3):
    assert np.max(np.abs(Wk_trace[k] - Wk_grad[k])) < tol
    assert np.max(np.abs(Wk_trace[k].imag)) < tol
    assert np.max(np.abs(Wk_trace[k])) > 1e-3
    anti_error = max(anti_error, np.max(np.abs(Wk_trace[k] + Wk_trace[k].T)))
assert anti_error < tol
K_rebuilt = np.kron(W0_grad, np.eye(2)) + 1j * sum(
    np.kron(w, sg) for w, sg in zip(Wk_grad, sigma))
rebuild_error = np.max(np.abs(K_rebuilt - K_direct.reshape(2 * n, 2 * n)))
assert rebuild_error < tol

print("(a) Model: lengths in bohr, exponents in bohr^-2, W in atomic units")
for d, a, R in wells:
    print(f"well: depth {d} hartree, exponent {a}, centre {R}")
for m, (kind, a, R) in enumerate(basis_data, 1):
    print(f"function {m}: prefactor {kind} (from centre), exponent {a}, centre {R}")
for label, W in zip(("W0", "Wx", "Wy", "Wz"), [W0_trace] + Wk_trace):
    for m in range(n):
        row = "  ".join(f"{v + 0.0:9.5f}" for v in np.round(W[m].real, 5))
        print(f"{label} row {m + 1}: {row}")
print(f"largest |W0 - W0^T|: {sym_error:.1e} a.u.")
print(f"largest |Wk + Wk^T|: {anti_error:.1e} a.u.")
print(f"largest |K direct - K assembled|: {rebuild_error:.1e} a.u.")

# --- Example (b): hydrogen 2p shell, V = -1/r, fixed point nucleus
r_nodes, r_weights = np.polynomial.laguerre.laggauss(12)   # weight exp(-r)
u_nodes, u_weights = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(8) / 8
rr, uu, pp = [a.ravel() for a in np.meshgrid(r_nodes, u_nodes, phi, indexing="ij")]
weight = (r_weights[:, None, None] * u_weights[None, :, None]
          * np.full(8, 2 * np.pi / 8)[None, None, :]).ravel() * rr**2
sin_t = np.sqrt(1 - uu**2)
unit = np.array([sin_t * np.cos(pp), sin_t * np.sin(pp), uu])
# functions and gradients without their common factor exp(-r/2)
p_fun = unit * rr
norm = 1 / np.sqrt(np.sum(weight * p_fun[0]**2))
p_fun = norm * p_fun
p_grad = norm * np.eye(3)[:, :, None] - 0.5 * p_fun[:, None, :] * unit[None, :, :]
V_h = -1 / rr
gradV = unit / rr**2

W0_h = np.einsum("mkg,nkg,g->mn", p_grad, p_grad, weight * V_h)
cross_grad = np.cross(p_grad[:, None], p_grad[None, :], axis=2)
Wk_h = np.einsum("mnkg,g->kmn", cross_grad, weight * V_h)
# same elements with all derivatives on the right: tests the nuclear surface term
laplacian = (0.25 - 2 / rr) * p_fun
image0 = -np.einsum("kg,nkg->ng", gradV, p_grad) - V_h * laplacian
W0_right = np.einsum("mg,ng,g->mn", p_fun, image0, weight)
cross_V = np.cross(gradV[None], p_grad, axis=1)
Wk_right = -np.einsum("mg,nkg,g->kmn", p_fun, cross_V, weight)
assert np.allclose(W0_h, W0_right, atol=1e-10)
assert np.allclose(Wk_h, Wk_right, atol=1e-10)

zeta = np.sum(weight * p_fun[0]**2 / rr**3)
K_so = 1j * sum(np.kron(w, sg) for w, sg in zip(Wk_h, sigma))
so_levels = np.linalg.eigvalsh(K_so)
assert np.allclose(so_levels, [-2 * zeta] * 2 + [zeta] * 4, atol=1e-10)
assert np.allclose(K_so, K_so.conj().T, atol=1e-12)
not_antisymmetric = np.max(np.abs(K_so + K_so.T))
assert not_antisymmetric > 1e-3
p_plus = -np.array([1, 1j, 0]) / np.sqrt(2)
complex_diagonal = p_plus.conj() @ Wk_h[2] @ p_plus
assert abs(complex_diagonal + 1j * zeta) < 1e-10

p2_matrix = np.einsum("mkg,nkg,g->mn", p_grad, p_grad, weight)
p2_mean = p2_matrix[0, 0]
E0 = 0.5 * p2_mean + np.sum(weight * V_h * p_fun[0]**2)
c = 1 / constants.fine_structure
K_h = np.kron(W0_h, np.eye(2)) + K_so
shifts = np.linalg.eigvalsh(
    (K_h - E0 * np.kron(p2_matrix, np.eye(2))) / (4 * c**2))
shift_half, shift_three = np.mean(shifts[:2]), np.mean(shifts[2:])

mp.mp.dps = 40


def dirac_shift(kappa_abs):
    """Dirac-Coulomb energy for n = 2 and j + 1/2 = kappa_abs, minus E0 = -1/8."""
    alpha = 1 / mp.mpf(c)
    gamma = mp.sqrt(kappa_abs**2 - alpha**2)
    ratio = alpha / (2 - kappa_abs + gamma)
    return float((1 / mp.sqrt(1 + ratio**2) - 1) / alpha**2 + mp.mpf(1) / 8)


dirac_half, dirac_three = dirac_shift(1), dirac_shift(2)
# neglected terms are of relative order 1/c^2, about 5e-5
assert abs(shift_half / dirac_half - 1) < 1e-4
assert abs(shift_three / dirac_three - 1) < 1e-4
splitting = shift_three - shift_half
dirac_splitting = dirac_three - dirac_half
assert abs(splitting / dirac_splitting - 1) < 1e-4
to_cm = constants.value("hartree-inverse meter relationship") / 100

print("(b) Hydrogen 2p, order px, py, pz")
print(f"speed of light c: {c:.6f} a.u.")
print(f"E0: {E0:.6f} hartree;  <p^2>: {p2_mean:.6f} a.u.")
print(f"W0 diagonal element: {W0_h[0, 0]:.6f} a.u.")
print(f"Wz(px,py): {Wk_h[2, 0, 1]:.6f} a.u.;  Wz(py,px): {Wk_h[2, 1, 0]:.6f} a.u.")
print(f"zeta = <r^-3>: {zeta:.6f} a.u.")
print("spin-dependent eigenvalues (a.u.): " + " ".join(f"{v:.6f}" for v in so_levels))
print(f"largest |K_so + K_so^T|: {not_antisymmetric:.6f} a.u. (not antisymmetric)")
print(f"Wz diagonal for complex p(+1): {complex_diagonal.imag:.6f} i a.u.")
print(f"2p1/2 shift, first order: {shift_half:.6e} hartree")
print(f"2p1/2 shift, Dirac:       {dirac_half:.6e} hartree")
print(f"2p3/2 shift, first order: {shift_three:.6e} hartree")
print(f"2p3/2 shift, Dirac:       {dirac_three:.6e} hartree")
print(f"splitting, first order: {splitting:.6e} hartree = {splitting * to_cm:.5f} cm^-1")
print(f"splitting, Dirac:       {dirac_splitting:.6e} hartree"
      f" = {dirac_splitting * to_cm:.5f} cm^-1")
print("success")
```

Running it gives:

```
Operator identity: symbolic difference = 0 for both readings of pV x p
(a) Model: lengths in bohr, exponents in bohr^-2, W in atomic units
well: depth 1.0 hartree, exponent 0.5, centre (0.0, 0.0, 0.0)
well: depth 2.0 hartree, exponent 1.0, centre (1.0, 0.5, -0.5)
function 1: prefactor 1 (from centre), exponent 0.5, centre (0.0, 0.0, 1.0)
function 2: prefactor x (from centre), exponent 0.6, centre (0.0, 0.0, 0.0)
function 3: prefactor y (from centre), exponent 0.7, centre (0.5, 0.0, -0.5)
W0 row 1:  -3.52498   -0.32877   -0.04166
W0 row 2:  -0.32877   -3.80573   -0.19913
W0 row 3:  -0.04166   -0.19913   -3.68269
Wx row 1:   0.00000   -0.12220    0.85005
Wx row 2:   0.12220    0.00000    0.21969
Wx row 3:  -0.85005   -0.21969    0.00000
Wy row 1:   0.00000   -1.00682    0.09575
Wy row 2:   1.00682    0.00000    0.03943
Wy row 3:  -0.09575   -0.03943    0.00000
Wz row 1:   0.00000   -0.21384    0.36933
Wz row 2:   0.21384    0.00000   -0.66216
Wz row 3:  -0.36933    0.66216    0.00000
largest |W0 - W0^T|: 2.2e-16 a.u.
largest |Wk + Wk^T|: 4.4e-16 a.u.
largest |K direct - K assembled|: 1.3e-14 a.u.
(b) Hydrogen 2p, order px, py, pz
speed of light c: 137.035999 a.u.
E0: -0.125000 hartree;  <p^2>: 0.250000 a.u.
W0 diagonal element: -0.104167 a.u.
Wz(px,py): -0.041667 a.u.;  Wz(py,px): 0.041667 a.u.
zeta = <r^-3>: 0.041667 a.u.
spin-dependent eigenvalues (a.u.): -0.083333 -0.083333 0.041667 0.041667 0.041667 0.041667
largest |K_so + K_so^T|: 0.083333 a.u. (not antisymmetric)
Wz diagonal for complex p(+1): -0.041667 i a.u.
2p1/2 shift, first order: -2.080131e-06 hartree
2p1/2 shift, Dirac:       -2.080189e-06 hartree
2p3/2 shift, first order: -4.160262e-07 hartree
2p3/2 shift, Dirac:       -4.160290e-07 hartree
splitting, first order: 1.664105e-06 hartree = 0.36523 cm^-1
splitting, Dirac:       1.664160e-06 hartree = 0.36524 cm^-1
success
```
